Silvestrelli's Γ-point spread functional in arbitrary cells and its Jacobi maximization, part 2

The N occupied orbitals ψ_n at the Γ point are periodic in the cell and orthonormal. We seek their most compact unitary mixture. Lengths are in bohr, energies in hartree. The cell has edges a_i, metric g_ij = a_i·a_j and reciprocal vectors b_i with b_i·a_j = 2πδ_ij. A Miller vector m stands for G = Σ_i m_i b_i. With Z_I,mn = ⟨ψ_m|exp(−iG_I·r)|ψ_n⟩, the spread is

Ω = Σ_n Ω_n,  Ω_n = Σ_I ω_I (1 − |Z_I,nn|²).  (1)

The weights satisfy the metric identity

Σ_I ω_I G_I G_Iᵀ = 1.  (2)

The objective to maximize is Σ_I ω_I Σ_n |Z_I,nn|². Mixing changes only Ω_od in

Ω = Ω_inv + Ω_od,
Ω_inv = Σ_I ω_I (N − Σ_mn |Z_I,mn|²),
Ω_od = Σ_I ω_I Σ_{m≠n} |Z_I,mn|².  (12)

For non-negative weights, Ω_inv bounds Ω from below.

The usual set, (100), (010), (001), (110), (101), (011), has

4π²ω_100 = g_11 − g_12 − g_13,
4π²ω_010 = g_22 − g_12 − g_23,
4π²ω_001 = g_33 − g_13 − g_23,
4π²ω_110 = g_12, 4π²ω_101 = g_13, 4π²ω_011 = g_23.  (5)

The primitive fcc cell with cubic edge a has g_12 = g_13 = g_23 = a²/4.

The superbase set uses lattice vectors v_0 to v_3 with zero sum and no positive mutual products. With β_1, β_2, β_3 reciprocal to v_1, v_2, v_3 and β_0 = 0, it has

G_ij = β_i − β_j,  ω_ij = −v_i·v_j/4π² ≥ 0,  i < j.  (11)

For non-negative weights, an orbital with unwrapped density p (p′ at r′) and variance σ² obeys

σ² − R₄ ≤ Ω_n ≤ σ²,  (7)
R₄ = (1/24) Σ_I ω_I ∬ p p′ [G_I·(r − r′)]⁴.

A density split equally between two sharp points separated by t has spread ½K(t), with kernel K(t) = Σ_I ω_I[1 − cos(G_I·t)].

Part (d) of the theorem remains to be proved: For two orbitals, the best unitary mixture follows from the top eigenvector of a real symmetric 3×3 matrix. A set of orbitals that no such pair rotation can improve is a stationary point of Ω.

### Lemma 5: the exact pair rotation

Choose two orbitals k and l, and let A be the 2×2 block of one matrix Z_I in these orbitals. With t = A_kk + A_ll and the Pauli matrices,

A = ½(t·1 + h_xσ_x + h_yσ_y + h_zσ_z),
h_x = A_kl + A_lk,  h_y = i(A_kl − A_lk),  h_z = A_kk − A_ll.  (14)

As a check, the upper right element is ½(h_x − ih_y) = ½(A_kl + A_lk + A_kl − A_lk) = A_kl.

Let the new orbitals have the coefficient columns

u = (c, η),  u′ = (−η*, c),  c real,  c² + |η|² = 1.

Up to phases, which do not affect |Z_nn|, this is the general unitary mixture of two orbitals. Evaluating the Pauli matrices in u gives the real vector

e = (2c Re η, 2c Im η, c² − |η|²),  (15)

whose squared length is 4c²|η|² + (c² − |η|²)² = (c² + |η|²)² = 1. The orthogonal column u′ gives −e. The new diagonal elements are therefore ½(t + h·e) and ½(t − h·e), and

|½(t + h·e)|² + |½(t − h·e)|² = ½|t|² + ½|h·e|².

The first term is fixed. In the second, |h·e|² = Σ_ab e_a h_a h_b* e_b. The imaginary part of h_a h_b* is antisymmetric in a and b and cancels. Summing over I, the objective of the pair is

constant + ½ eᵀMe,  M_ab = Σ_I ω_I Re(h_I,a h_I,b*).  (16)

The diagonal elements of all other orbitals are untouched. The best e is thus the eigenvector of M with the largest eigenvalue Λ. Its sign is free, since e → −e only exchanges the two orbitals. Choosing e_z ≥ 0 and inverting (15),

c = √[(1 + e_z)/2],  η = (e_x + ie_y)/2c.  (17)

Here c ≥ 1/√2, so the division is safe. The unrotated pair has e = (0, 0, 1), and the gain in the objective is ½(Λ − M_zz) ≥ 0. The closed form agreed with a direct search over both angles for random complex matrices.

At Γ the orbitals can be chosen real when the Hamiltonian is real. Then Z_I is symmetric, h_y = 0, and the y row and column of M vanish. With η = sin ϑ and e = (sin 2ϑ, 0, cos 2ϑ),

eᵀMe = ½(M_xx + M_zz) + ½(M_zz − M_xx) cos 4ϑ + M_xz sin 4ϑ.

This is largest when 4ϑ is the polar angle of the point (M_zz − M_xx, 2M_xz), which implies

tan 4ϑ = 2M_xz/(M_zz − M_xx).  (18)

The signs of both components fix the quadrant, and the wrong quadrant gives the minimum. For non-negative weights, M has no negative eigenvalue, so no complex mixture of the pair can do better than this real one. With negative weights both eigenvalues of the x–z block may be negative. The y direction, with eigenvalue zero, then wins, and the pair rotation makes real orbitals complex.

### Lemma 6: what the sweeps guarantee

A Jacobi sweep visits all pairs and applies (17) to each. The objective never decreases. For non-negative weights it is at most N Σ_I ω_I, so its values converge.

To see what a fixed point means, tilt e slightly from the z direction, to first order e = (δ_x, δ_y, 1). By (16) the objective changes by

M_xz δ_x + M_yz δ_y.  (19)

A general small unitary change is 1 + X with X anti-Hermitian. Its diagonal entries are phases, which have no effect on |Z_nn|. Each off-diagonal pair of entries supplies the two parameters δ_x and δ_y of one pair, and first-order changes add. If no pair rotation yields a gain, the z direction is a top eigenvector of every M. Then M_xz = M_yz = 0 for every pair, and the whole first-order change vanishes. This proves part (d).

The guarantee ends there. Second-order changes that involve several pairs at once are not examined, and a better optimum elsewhere is not excluded. For non-negative weights, the lower bound Ω_inv helps to judge a result: the distance from the global minimum is at most the remaining Ω_od.

### Centres

For one orbital with mean position r̄,

Z_I,nn = exp(−iG_I·r̄) ⟨exp(−iy)⟩,  y = G_I·(r − r̄).

The last factor is 1 − μ_2/2 + iμ_3/6 + …, where μ_k is the mean of y^k, so its phase begins at third order. To leading order the fractional coordinates are

s_i = −arg⟨exp(−iβ_i·r)⟩/2π,  r̄ = Σ_i s_i v_i,  (20)

with i = 1, 2, 3. Each s_i is defined modulo 1, so the centre is defined modulo the lattice. The formula requires the three averages to be nonzero.

### Example 1: a skew triclinic cell

The model cell has edges, in bohr,

a_1 = (10, 0, 0),  a_2 = (6, 9, 0),  a_3 = (5, 4, 9).

Four equal wells −V₀ exp(−|r − R|²/2w²), with V₀ = 2 hartree and w = 1 bohr, are centred at R = (0, 0, 0), (5, 3, 0), (1, 6, 4.5) and (6, 8, 4.5) bohr, and repeated periodically. The electrons do not interact. The kinetic cutoff of 4 hartree leaves 309 plane waves, and all results refer to this finite basis. Raising the cutoff to 8 hartree lowers the spreads by up to about 2% (the localized total goes from 7.59 to 7.41 bohr²) and does not change which orbitals each set of weights prefers. The four lowest orbitals have energies from −0.430 to −0.352 hartree and lie 0.437 hartree below the next state.

The metric elements are g_11 = 100, g_22 = 117, g_33 = 122, g_12 = 60, g_13 = 50 and g_23 = 66 bohr². The usual set therefore has

ω_100 = (100 − 60 − 50)/4π² = −0.253 bohr²,
ω_010 = (117 − 60 − 66)/4π² = −0.228 bohr²,
ω_001 = (122 − 50 − 66)/4π² = 0.152 bohr².

A density split between 0 and half the body diagonal has usual-set spread equal to their sum, −0.329 bohr². The nearest images of the two points are 6.84 bohr apart, so the true variance is 6.84²/4 = 11.7 bohr².

An obtuse superbase of the lattice is

v_1 = a_1 − a_2 = (4, −9, 0),  v_2 = −a_1 = (−10, 0, 0),
v_3 = a_3 = (5, 4, 9),  v_0 = a_2 − a_3 = (1, 5, −9).

The six products are v_1·v_2 = −40, v_1·v_3 = −16, v_1·v_0 = −41, v_2·v_3 = −50, v_2·v_0 = −10 and v_3·v_0 = −56 bohr². Divided by −4π², they give weights between 0.253 and 1.418 bohr², all positive. The split density now has spread (40 + 41 + 50 + 56)/4π² = 4.74 bohr², from the four vectors with an odd Miller sum. This is still far below the variance, because the kernel saturates, but the splitting is penalized.

Starting from the energy eigenstates, the superbase spread falls in successive sweeps as

20.754 → 8.161 → 7.589 → 7.588 bohr².

The invariant part is 7.571 bohr². The off-diagonal part drops from 13.183 to 0.017 bohr², so by Lemma 6 the final value is within 0.017 bohr² of the global minimum. Eight searches with a general-purpose optimizer from random starts gave the same best value.

Each final orbital belongs to a different well, with its centre less than 0.01 bohr from the well centre. The first has spread 1.896 bohr² and real-space variance 2.427 bohr², computed with nearest images. Their difference, 0.530 bohr², is below R₄ = 0.647 bohr², as (7) requires. For the four orbitals together the functional is 7.588 and the variance 9.711 bohr², so the functional is 22% below the variance. In a cell this small it serves as a localization criterion and is a poor measure of absolute size. When the density of the first orbital is placed in a cell enlarged 40 times, the predicted error is 0.647/40² = 0.0004 bohr². Both sets of weights then give 2.426 bohr².

The optimization is another matter. Jacobi rotations with the usual weights stopped at orbitals whose superbase spread is 13.7 bohr², against 7.59 for the localized ones. The search was not trapped: the usual functional itself prefers these orbitals, with a value of 6.873 bohr² against 7.084 bohr² for the localized ones. Two of them are shared almost equally between the first and third wells, and the other two sit in the second and fourth. The kernel shows why this pair of wells is favoured. The third well has fractional coordinates (−5/12, 4/9, 1/2) in the original edges, since

−(5/12)a_1 + (4/9)a_2 + (1/2)a_3 = (1, 6, 4.5) bohr.

The phases G_I·R for the usual set are −150°, 160°, 180°, 10°, 30° and 340°. Inserting them with the six usual weights gives

K = −0.473 − 0.442 + 0.304 + 0.023 + 0.170 + 0.101 = −0.317 bohr².

For the other five pairs of wells K is positive, between 0.93 and 6.62 bohr². A sharp density shared equally between the first and third wells changes the functional by ½K, so two such orbitals would lower it by 0.317 bohr². For the broader orbitals of the model the total gain is smaller, 7.084 − 6.873 = 0.211 bohr², but it has the same sign.

### Example 2: two equal wells in the primitive fcc cell

Take cubic edge a = 12 bohr, the same cutoff of 4 hartree and the same wells at 0 and at T = (a_1 + a_2 + a_3)/2. The potential is unchanged by the translation T, and 2T is a lattice vector. The two occupied orbitals, at −0.414 and −0.361 hartree, are nondegenerate, so each is multiplied by +1 or −1 under T. They have opposite signs, one being the in-phase and the other the out-of-phase combination of the well states. Both densities are shared equally between the two sites.

The usual set keeps (110), (101) and (011), each with weight (a²/4)/4π² = 36/4π² = 0.912 bohr². For these vectors exp(−iG·T) = 1, so exp(−iG·r) cannot connect orbitals of opposite sign. All Z_12 and Z_21 vanish, and M has a single nonzero element, M_zz. The shared orbitals are already optimal for this functional. Its value is 3.139 bohr² for them and 3.153 bohr² for the localized pair. The small preference for sharing is the lost term ½M_zz in (16).

The superbase set has four vectors, (010), (−100), (−1−1−1) and (001), again with weight 0.912 bohr² each. Their Miller sums are odd, so exp(−iG·T) = −1. Now the diagonal elements vanish, and the off-diagonal ones survive. For the shared orbitals the spread takes its largest possible value,

2 × 4 × 0.912 = 7.30 bohr².

For real orbitals M has the single element M_xx. By (19) the gradient is zero, so a method that follows the gradient would not move from this point. The eigenvector problem does not need a gradient. It returns e = (±1, 0, 0), hence c = 1/√2 and η = ±1/√2, and one rotation produces the sum and difference of the two orbitals. The modulus |⟨exp(−ib_1·r)⟩| rises from 0 to 0.7207. By the cubic symmetry about a well, all four vectors have the same modulus, and the spread becomes

7.295 × (1 − 0.7207²) = 3.51 bohr².

These numbers belong to the 4-hartree basis. At 12 hartree the modulus is 0.727 and the spread 3.44 bohr², and the usual set still prefers the shared orbitals, by 0.013 bohr².

The two functionals obey the same metric identity and agree for compact orbitals in a large cell. In this cell they choose opposite answers, because one of them cannot tell the two sites apart. The numerical output following the text lists the weights of both examples, the sweeps of the first and the main spreads.

Table of computed values

```
superbase vectors needed, simple cubic: 3
superbase vectors needed, fcc: 4
superbase vectors needed, bcc: 6
superbase vectors needed, hexagonal: 4
cell rows (bohr): [[10.0, 0.0, 0.0], [6.0, 9.0, 0.0], [5.0, 4.0, 9.0]]
well sites (bohr): [[0.0, 0.0, 0.0], [5.0, 3.0, 0.0], [1.0, 6.0, 4.5], [6.0, 8.0, 4.5]]
depth 2.0 hartree, width 1.0 bohr, cutoff 4.0 hartree, 309 plane waves
occupied energies (hartree): [-0.4297, -0.3858, -0.3738, -0.3522]
gap to next state (hartree): 0.4372
usual-set weights (bohr^2): [-0.2533, -0.228, 0.152, 1.5198, 1.2665, 1.6718]
superbase Miller vectors: [[1, 0, 0], [0, -1, -1], [0, -1, 0], [-1, -1, -1], [-1, -1, 0], [0, 0, 1]]
superbase weights (bohr^2): [1.0132, 0.4053, 1.0385, 1.2665, 0.2533, 1.4185]
reduced cell rows (bohr): [[4.0, -9.0, 0.0], [-10.0, 0.0, 0.0], [5.0, 4.0, 9.0]]
split density: site distance 6.8374 bohr, true variance 11.6875 bohr^2
split density spread, usual set (bohr^2): -0.3293
split density spread, superbase (bohr^2): 4.7368
total spread after each sweep (bohr^2): [20.75397, 8.161185, 7.588826, 7.58806, 7.58806]
gauge-invariant part (bohr^2): 7.571315
off-diagonal part before, after (bohr^2): 13.182655, 0.016745
best of 8 BFGS searches (bohr^2): 7.588060
orbital 1: well 1, offset 0.0063 bohr, spread 1.8964, variance 2.4265 bohr^2
orbital 1, cell enlarged 40 times, superbase spread (bohr^2): 2.42611
orbital 1, cell enlarged 40 times, usual spread (bohr^2): 2.42598
orbital 1 quartic bound (bohr^2): 0.6467, error ratio at large cell: 0.99987
orbital 2: well 2, offset 0.0043 bohr, spread 1.9000, variance 2.4329 bohr^2
orbital 3: well 4, offset 0.0068 bohr, spread 1.8932, variance 2.4211 bohr^2
orbital 4: well 3, offset 0.0045 bohr, spread 1.8985, variance 2.4306 bohr^2
superbase spread of usual-set optimum (bohr^2): 13.675381
fcc edge (bohr): 12.0, energies (hartree): [-0.414, -0.3614, 0.151]
fcc usual weights (bohr^2): [0.0, 0.0, 0.0, 0.9119, 0.9119, 0.9119]
fcc superbase Miller vectors: [[0, 1, 0], [-1, 0, 0], [-1, -1, -1], [0, 0, 1]]
fcc superbase weights (bohr^2): [0.9119, 0.9119, 0.9119, 0.9119]
fcc index of usual vectors: 2
fcc usual spread, shared and localized (bohr^2): 3.13885, 3.15298
fcc superbase spread, shared and localized (bohr^2): 7.29513, 3.50625
fcc |<exp(-i b1.r)>|, shared and localized: 0.00000, 0.72067
```
